# Does the ionised fraction of HF vanish at high concentration?

**The argument under review**

The manuscript concerns baths of hydrofluoric acid that etch silicon dioxide. It argues as follows. HF is a weak acid, with

\[
\mathrm{HF}\rightleftharpoons \mathrm{H^+}+\mathrm{F^-},\qquad
K_1=\frac{[\mathrm{H^+}][\mathrm{F^-}]}{[\mathrm{HF}]} .
\]

If \(C\) is the total concentration of HF put into the water and \(\alpha\) the fraction that has released its proton, then \([\mathrm{H^+}]=[\mathrm{F^-}]=\alpha C\) and \([\mathrm{HF}]=(1-\alpha)C\), so that

\[
\frac{\alpha^2 C}{1-\alpha}=K_1,\qquad
\alpha\simeq\sqrt{K_1/C}\quad (C\gg K_1).
\]

The fraction falls towards zero as \(C\) grows. The manuscript concludes that a strong bath is a bath of neutral molecules, in which ions are a vanishing share of the fluoride, and that dilution by ten should raise the ionised fraction about threefold.

The algebra is right for the reaction written. My objection is to the list of species. Fluoride ions in the presence of much undissociated HF bind it to form bifluoride, \(\mathrm{HF_2^-}\), and this second equilibrium is strongest where the manuscript takes its limit. The question is what \(\alpha\) does at large \(C\) when both equilibria are kept.

**Assumptions and the two equilibria**

Write \(u=[\mathrm{HF}]\), \(h=[\mathrm{H^+}]\), \(f=[\mathrm{F^-}]\), \(b=[\mathrm{HF_2^-}]\), all in mol/L; \(\mathrm{H^+}\) stands for the hydrated proton. I assume an ideal solution at fixed temperature, constant \(K_1\) and \(K_2\), no added salt or acid, no other fluoride species, and negligible \(\mathrm{OH^-}\). The ionised fraction is \(\alpha=h/C\), the protons released per HF supplied.

Charge balance requires \(h=f+b\). Fluorine balance requires \(C=u+f+2b\), because each bifluoride holds two fluorine atoms. Two unknowns therefore remain, \(h\) and \(b\), with

\[
f=h-b,\qquad u=C-f-2b=C-h-b .
\]

Mass action follows from the ideal free energy. Per unit volume, in units of \(RT\), with concentrations expressed as numbers in mol/L and a constant dropped, it is

\[
g(h,b)=\sum_{n=h,f,u,b} n(\ln n-1)-h\ln K_1-b\ln K_2 .
\]

Since \(\mathrm d[n(\ln n-1)]/\mathrm dn=\ln n\), the conditions for a minimum are

\[
\frac{\partial g}{\partial h}=\ln h+\ln f-\ln u-\ln K_1=0,
\qquad
\frac{\partial g}{\partial b}=\ln b-\ln f-\ln u-\ln K_2=0,
\]

or

\[
hf=K_1u,\qquad b=K_2uf .
\]

The first is the manuscript's equilibrium. The second belongs to \(\mathrm{HF}+\mathrm{F^-}\rightleftharpoons\mathrm{HF_2^-}\), with \(K_2\) in L/mol.

**Solution for every concentration**

Put \(b=K_2uf\) into the charge balance: \(h=f(1+K_2u)\). Multiply by \(h\) and use \(hf=K_1u\):

\[
h^2=K_1u(1+K_2u).
\]

A convenient variable is the share of the anions that is bifluoride,

\[
y^2=\frac{b}{f+b}=\frac{K_2u}{1+K_2u},\qquad 0<y<1 .
\]

It follows that \(1-y^2=1/(1+K_2u)\) and \(K_2u=y^2/(1-y^2)\). Hence

\[
h^2=\frac{K_1u}{1-y^2}=\frac{K_1}{K_2}\,\frac{y^2}{(1-y^2)^2}.
\]

Define the dimensionless number \(s=\sqrt{K_1K_2}\), so that \(\sqrt{K_1/K_2}=s/K_2\). Taking the positive root,

\[
h=\frac{s}{K_2}\frac{y}{1-y^2},\qquad
f=(1-y^2)h=\frac{s}{K_2}\,y,\qquad b=y^2h .
\]

The ratio of neutral acid to protons is

\[
\frac{u}{h}=\frac{y^2}{K_2(1-y^2)}\cdot\frac{K_2(1-y^2)}{s\,y}=\frac{y}{s}.
\]

Now divide the fluorine balance by \(h\):

\[
\frac1\alpha=\frac Ch=\frac uh+\frac{f+2b}{h}
=\frac ys+(1-y^2)+2y^2
=1+\frac ys+y^2 .
\]

To find \(y\) for a given bath, multiply this by \(K_2h=sy/(1-y^2)\) and clear the denominator:

\[
K_2C\,(1-y^2)=sy+y^2+sy^3 .
\]

As \(y\) goes from 0 to 1, the right side rises from zero while \(1-y^2\) falls to zero. Their quotient \(K_2C\) therefore rises steadily from zero to infinity, and each \(C\) has one \(y\). Since \(1/\alpha\) also rises with \(y\), the ionised fraction falls at every concentration. The manuscript is right about the direction. The limit, however, is reached at \(y=1\):

\[
\boxed{\;\alpha\to\alpha_\infty=\frac{s}{1+2s},\qquad s=\sqrt{K_1K_2}\;}
\]

which is not zero.

I compared this solution with a direct numerical minimisation of \(g(h,b)\) at seven concentrations from 0.001 to 28 mol/L, for the constants used below. The largest relative differences were \(3\times10^{-8}\) in \(h\) and \(2\times10^{-7}\) in \(b\).

**Why the fraction stops falling**

Adding the two reactions gives

\[
2\,\mathrm{HF}\rightleftharpoons\mathrm{H^+}+\mathrm{HF_2^-},\qquad
\frac{hb}{u^2}=K_1K_2=s^2 .
\]

There are two solute particles on each side. If every concentration is multiplied by the same factor, the quotient is unchanged, so neither dilution nor concentration shifts this reaction. The manuscript's reaction turns one particle into two, and concentration drives it back. At large \(C\) nearly all anions are bifluoride, so \(b\simeq h\), \(h\simeq su\) and \(C\simeq u+2h\). These give \(s/(1+2s)\) at once.

The reaction has a standard free energy \(\Delta G=-kT\ln(K_1K_2)\) per event, so \(s=e^{-\Delta G/2kT}\). The factor one half arises because the product of two equal ion concentrations is fixed, and each is its square root.

**Where the manuscript's law does hold**

If \(s\) is not large and \(C\ll K_1\), then \(y\) is small compared with both \(s\) and one, and the equation for \(y\) reduces to \(K_2C\simeq sy\). Then \(y/s\simeq K_2C/s^2=C/K_1\) and \(\alpha\simeq1-C/K_1\): the acid is almost fully ionised. (At extreme dilution, near \(10^{-7}\) mol/L, the neglect of \(\mathrm{OH^-}\) fails.)

If \(s\ll1\), there is also a window \(K_1\ll C\ll1/K_2\). In it \(s\ll y\ll1\), so that \(K_2C\simeq y^2\) and

\[
\alpha\simeq\frac sy\simeq\frac{s}{\sqrt{K_2C}}=\sqrt{\frac{K_1}{C}} .
\]

This is the manuscript's law. Within the two-equilibrium model, its error is to carry the law past \(C\sim1/K_2\).

Bifluoride does not raise \(\alpha\) everywhere. From \(h^2/K_1=u+K_2u^2\) and \(u=C-h-K_2uf\),

\[
\frac{h^2}{K_1}=C-h+K_2u\,(u-f).
\]

Without bifluoride the last term is absent. It is positive when \(u>f\) and negative when \(u<f\): binding removes a fluoride ion, which promotes ionisation, but also removes an HF molecule, which opposes it. At the crossing \(u=f\), the first equilibrium gives \(h=K_1\), and the balances give \(C=2f+2b=2h=2K_1\). Both descriptions then have \(\alpha=1/2\). Below \(C=2K_1\) bifluoride lowers the ionised fraction; above it, it raises it.

**How soon the plateau is reached**

Set \(y=1-\delta\) with \(\delta\ll1\). To first order \(1-y^2\simeq2\delta\), while the right side of the equation for \(y\) is \(1+2s\), so

\[
\delta\simeq\frac{1+2s}{2K_2C}.
\]

In \(1/\alpha\), the change is \(-\delta(1/s+2)\). Since \(1/s+2=1/\alpha_\infty\), this is \(-\delta/\alpha_\infty\), and

\[
\frac{\alpha}{\alpha_\infty}\simeq1+\frac{1+2s}{2K_2C}.
\]

An infinite concentration is unphysical, but the curve is already flat once \(K_2C\) is well above \(1+2s\).

**What happens to each ion**

Three different quantities could be called "the ions", and the manuscript should separate them.

- The free fluoride concentration \(f=(s/K_2)y\) saturates at \(\sqrt{K_1/K_2}\). Its share \(f/C\) therefore does tend to zero.
- The bifluoride share obeys \(C/b=1/y^2+1/(sy)+1\), which falls as \(y\) rises. So \(b/C\) rises with concentration, towards \(s/(1+2s)\).
- The fraction of fluorine atoms held in ions is \(\varphi=(f+2b)/C=\alpha(1+y^2)\). Hence \(1/\varphi=1+y/[s(1+y^2)]\). The derivative of \(y/(1+y^2)\) is \((1-y^2)/(1+y^2)^2>0\), so \(\varphi\) falls, to \(2s/(1+2s)\).

**A dilute etching bath**

Take rough room-temperature values, \(K_1=7\times10^{-4}\) mol/L and \(K_2=5\) L/mol at 298.15 K. Then \(s=\sqrt{0.0035}=0.0592\), and

\[
\alpha_\infty=\frac{0.0592}{1+0.1183}=0.0529 .
\]

The free energy of the combined reaction is \(\Delta G=-0.02569\,\ln(0.0035)=0.145\) eV.

For a bath with \(C=2.5\) mol/L, about 4.9 wt% HF at a density of 1020 g/L, \(K_2C=12.5\). The root is \(y=0.9581\), and

\[
\frac1\alpha=1+\frac{0.9581}{0.05916}+0.9179=18.11,\qquad \alpha=0.0552 .
\]

Hence \(h=0.138\), \(b=0.9179\,h=0.127\), \(f=0.0113\) and \(u=2.235\) mol/L. The bath lies 4.4% above the plateau value, against 4.5% from the first-order formula. The manuscript's equation gives \(\alpha=0.0166\), too low by a factor of 3.3 relative to the two-equilibrium model.

| \(C\) (mol/L) | \(\alpha\) | \(\alpha\), no \(\mathrm{HF_2^-}\) | \(b/C\) | \(f/C\) |
|---|---|---|---|---|
| 0.001 | 0.5568 | 0.5569 | 0.0012 | 0.5556 |
| 0.01 | 0.2345 | 0.2319 | 0.0086 | 0.2260 |
| 0.1 | 0.0940 | 0.0802 | 0.0287 | 0.0653 |
| 1 | 0.0585 | 0.0261 | 0.0478 | 0.0107 |
| 10 | 0.0535 | 0.0083 | 0.0523 | 0.0012 |
| 28 | 0.0531 | 0.0050 | 0.0527 | 0.0004 |

The first row lies below \(C=2K_1=0.0014\) mol/L, and there bifluoride lowers \(\alpha\), as derived above. At 0.01 mol/L the two descriptions differ by about 1%, so the first equilibrium alone, solved without the square-root approximation, looks sufficient in dilute solution. The fraction comes within 10% of the plateau at 1.06 mol/L.

The manuscript's dilution prediction can now be judged within the two-equilibrium model. Going from 10 to 1 mol/L at fixed temperature, with the same constants, its equation raises \(\alpha\) from 0.0083 to 0.0261, a factor of 3.1. With bifluoride the rise is from 0.0535 to 0.0585, or 9%. Even from 0.1 to 0.01 mol/L, between \(1/K_2\) and \(K_1\), the rise is a factor of 2.5, because \(K_1\) and \(1/K_2\) are too close together for the square-root law to be accurate. With these constants no tenfold dilution raises \(\alpha\) by more than a factor of about 2.6, whereas with both constants a hundred times smaller the same step gives 3.1.

**How far a real bath departs from this model**

The constants above are rough, and the plateau is sensitive to them: halving \(K_2\) lowers \(\alpha_\infty\) by 27%. The ideal assumption is a second source of error. The following changes in \(\alpha\) are for the 2.5 mol/L bath, each made alone.

*Ionic activity.* With an activity coefficient \(\gamma\) for every univalent ion and unity for HF, the first equilibrium becomes \(\gamma^2hf/u=K_1\), while \(\gamma\) cancels from the second. This replaces \(K_1\) by \(K_1/\gamma^2\). The Davies equation, solved consistently with the ion concentration, gives \(\gamma=0.75\) and raises \(\alpha\) by 29%.

*Further association.* An ion \(\mathrm{H_2F_3^-}\), formed from HF and \(\mathrm{HF_2^-}\) with a trial constant \(K_3=0.5\) L/mol, raises \(\alpha\) by 29%. A neutral dimer \((\mathrm{HF})_2\) with a trial constant \(K_d=0.1\) L/mol lowers it by 22%. These constants are sensitivity inputs, not established data. A change of 10% needs only \(K_3=0.14\) or \(K_d=0.033\) L/mol.

*Smaller effects.* Ideal dilution of the water, to a mole fraction of 0.956, lowers \(\alpha\) by 2%. Warming by 10 K, with a rough enthalpy of \(-0.10\) eV for the combined reaction assigned wholly to \(K_1\), lowers it by 5.5%. Removing 100 nm of oxide from both faces of 25 wafers of 300 mm diameter puts \(4.3\times10^{-4}\) mol/L of silica into 30 L. If each silica takes up six fluorines and leaves as \(\mathrm{SiF_6^{2-}}\) with two protons, \(\alpha\) rises by 0.25%.

The value of 5% is therefore an ideal-model estimate. The trial changes above shift it by up to some tens of percent, but since their constants are not established, they do not bound the error for a real bath. The dimer matters most: a constant near \(K_d=2.7\) L/mol, which part of the oxide-etching literature uses and part disputes, lowers \(\alpha\) at 2.5 mol/L by 71%, to 0.016. At 28 mol/L, near the strength of concentrated commercial acid, the ideal assumption is much less secure, and the last row of the table shows the model's behaviour rather than a prediction for that acid.

**The plateau belongs to the bifluoride model**

The manuscript should not replace one universal law by another. The plateau rests on equal particle numbers on the two sides of the dominant reaction, and two extensions of the model show what happens when that balance is broken.

Suppose first that neutral dimers form, with \([(\mathrm{HF})_2]=K_du^2\). The ions still obey \(h\simeq su\) at large \(u\), but the fluorine balance is dominated by \(C\simeq2K_du^2\). Then \(u\simeq\sqrt{C/2K_d}\) and

\[
\alpha\simeq\frac{s}{\sqrt{2K_dC}}\to0 .
\]

The manuscript's conclusion returns, for a different reason: the HF is stored in pairs, and the reaction \((\mathrm{HF})_2\rightleftharpoons\mathrm{H^+}+\mathrm{HF_2^-}\) turns one particle into two, so concentration drives it back. This law equals \(\sqrt{K_1/C}\,\sqrt{K_2/2K_d}\), the manuscript's law times a constant that is close to one when \(K_d\simeq K_2/2\). Dilution from 10 to 1 mol/L raises \(\alpha\) by a factor of 1.8 for \(K_d=0.1\) L/mol, 2.8 for \(K_d=1\) L/mol and 3.15 for \(K_d=2.7\) L/mol, so the threefold rise can come back through the dimer.

Suppose instead that there are no dimers but that \(\mathrm{H_2F_3^-}\) forms, with concentration \(t=K_3ub\). Charge balance is now \(h=f+b+t\), and multiplication by \(h\) gives

\[
h^2=K_1u\,(1+K_2u+K_2K_3u^2)\simeq s^2K_3u^3 .
\]

So \(h\) grows as \(u^{3/2}\) and eventually exceeds \(u\). Once \(h\) is much larger than \(u\), almost every fluorine sits in \(\mathrm{H_2F_3^-}\), three to each proton released, and \(\alpha\to1/3\). With \(K_3=0.5\) L/mol the bath at 2.5 mol/L has \(\alpha\simeq0.071\), well below 1/3. Since \(\alpha\) is close to one in very dilute solution, it must pass through a minimum on its way to 1/3. A numerical solution at the purely formal concentration of \(10^{12}\) mol/L gives 0.3332.

**Consequences for the etching discussion**

The manuscript argues that ionic species lose importance as the bath is strengthened. In the ideal bifluoride model the opposite holds for \(\mathrm{HF_2^-}\): its concentration grows faster than \(C\), because \(b/C\) rises towards its limit. If an etch-rate law contains a term proportional to \(b\), that term does not fade relative to one proportional to \(u\), since \(b/u=sy\) also rises, towards \(s\). A term proportional to free fluoride does fade, because \(f\) saturates at 0.0118 mol/L. The rise of \(b/C\) does not survive dimer formation: with \(K_d=0.1\) L/mol, \(b/C\) falls from 0.041 at 1 mol/L to 0.028 at 10 mol/L. None of this determines an etch rate, which needs rate constants and a surface mechanism that equilibrium cannot supply.

The result also requires that the acid be alone in the water. In a bath buffered with ammonium fluoride at concentration \(m\), charge balance becomes \(h+m=f+b\). The fraction \(h/C\) then no longer measures the anions, and when \(m\) is much larger than \(h\) the salt supplies most of them.

I ask that the derivation of the law \(\sqrt{K_1/C}\) from the first equilibrium alone be restricted to \(K_1\ll C\ll1/K_2\), where for these constants it is only rough; that the dilution prediction for strong baths be derived again with bifluoride and the dimer included, since the factor for 10 to 1 mol/L runs from 1.09 to about 3 according to the dimer constant; and that any statement about stronger baths name the fluoride species it includes. The numerical output below gives the remaining digits.

## Numbers as computed

```
K1 = 7.0e-04 mol/L; K2 = 5.0 L/mol; T = 298.15 K
s = sqrt(K1 K2) = 0.05916 (dimensionless)
plateau alpha = 0.05290 = 5.29 percent
plateau fluorine fraction in ions = 0.10580
free fluoride ceiling = 0.01183 mol/L
kT = 0.02569 eV; dG(2HF = H+ + HF2-) = 0.1453 eV
C (mol/L), y, alpha, alpha without HF2-, HF2-/C, F-/C
  0.001 0.04696 0.55682 0.55692 0.00123 0.55559
  0.010 0.19096 0.23450 0.23188 0.00855 0.22595
  0.100 0.55219 0.09400 0.08024 0.02866 0.06534
  1.000 0.90396 0.05849 0.02611 0.04779 0.01070
  2.500 0.95806 0.05521 0.01659 0.05068 0.00453
 10.000 0.98900 0.05349 0.00833 0.05232 0.00117
 28.000 0.99603 0.05311 0.00499 0.05269 0.00042
alpha is 10 percent above plateau at C = 1.060 mol/L
Bath: C = 2.50 mol/L; density input = 1020 g/L
Bath HF content = 4.90 wt percent
Bath HF = 2.2353 mol/L; H+ = 0.13803 mol/L
Bath F- = 0.01134 mol/L; HF2- = 0.12669 mol/L
Bath K2 C = 12.50 (dimensionless)
Bath alpha/plateau = 1.0437
First-order alpha/plateau = 1.0447
Bath alpha/one-equilibrium alpha = 3.327
Neglected effects: change of bath alpha, one at a time
Davies: A = 0.5106 (L/mol)^0.5; gamma = 0.7513
Ionic activity: +28.8 percent
Water mole fraction = 0.9556 (ideal water activity)
Water activity: -2.0 percent
H2F3-, trial K3 = 0.5 L/mol: +29.2 percent
K3 for a 10 percent rise = 0.1391 L/mol
Neutral dimer, trial Kd = 0.1 L/mol: -22.5 percent
Kd for a 10 percent fall = 0.0325 L/mol
10 K warmer, rough enthalpy -0.10 eV: -5.5 percent
Batch: 25 wafers, 300 mm, both faces
Oxide removed = 100 nm; bath volume = 30 L
Dissolved silica = 4.31e-04 mol/L
Dissolved silica effect: +0.25 percent
Water autoionisation, OH-/H+ = 5.2e-13
Formal alpha with H2F3- at 1e12 mol/L = 0.3332
Largest relative test error: H+ 2.8e-08, HF2- 2.1e-07
```
